# Low-spin and high-spin minima of a Stoner model, with mixing eigenvalues

## Problem

A one-site model at zero temperature has $N=4.8$ electrons. Before exchange acts, both spins have the same density of states, a wide semi-ellipse plus a narrow Gaussian peak:

$$D(\varepsilon)=\frac{2w}{\pi W^2}\sqrt{W^2-\varepsilon^2}+w_p\,g(\varepsilon),\qquad g(\varepsilon)=\frac{e^{-(\varepsilon-\varepsilon_p)^2/2s^2}}{s\sqrt{2\pi}} .$$

The semi-ellipse is present for $|\varepsilon|<W$. The parameters are round model values: $w=4$, $W=3$ eV, $w_p=1$, $\varepsilon_p=1$ eV, $s=0.15$ eV. The moment is $M=n_\uparrow-n_\downarrow$, in units of $\mu_B$ (with $g$-factor 2), and the energy at fixed moment is

$$E(M)=T(n_\uparrow)+T(n_\downarrow)-\tfrac14 IM^2,\qquad n_{\uparrow,\downarrow}=\tfrac12(N\pm M),\qquad I=0.9\ \text{eV}.$$

Here $T(n)$ is the band energy of $n$ electrons of one spin in the unshifted band. The bands are rigid: exchange shifts them without changing their shape.

When the moment is released, an input moment $M$ produces an output moment $F(M)$, and linear mixing takes

$$M\;\to\;M+\alpha\,[F(M)-M].$$

The mixing eigenvalue $\lambda$ at a self-consistent solution is defined by the statement that a small error is multiplied by $1-\alpha\lambda$ in each step.

(a) Compute $E(M)$ for $M\ge 0$. (b) Locate its minima and the barrier between them. (c) Find $\lambda$ at each, and say which start leads to which minimum.

## Hints

1. At fixed $M$ the two spins have separate Fermi levels $\mu_\uparrow$ and $\mu_\downarrow$. What is $dT/dn$?
2. Write the stationarity condition in terms of the splitting $\delta(M)=\mu_\uparrow-\mu_\downarrow$.
3. In the released problem there is one Fermi level, but the bands are shifted. Measured from the bottom of each band, the filling levels again differ. By how much?
4. Compare $F'(M)$ with $E''(M)$. Both contain $\delta'(M)$.

## Solution

### The curve at fixed moment

For the semi-ellipse put $\varepsilon=W\sin\theta$. Its contribution to the count is $(2w/\pi)\int\cos^2\theta\,d\theta$, taken from $-\pi/2$. With $x=\mu/W$ and $\Phi$ the fraction of the Gaussian below $\mu$,

$$n(\mu)=w\left[\frac12+\frac{x\sqrt{1-x^2}+\arcsin x}{\pi}\right]+w_p\Phi(\mu).$$

For the band energy, $\varepsilon\sqrt{W^2-\varepsilon^2}$ is the derivative of $-\frac13(W^2-\varepsilon^2)^{3/2}$. In the Gaussian part, write $\varepsilon=\varepsilon_p+(\varepsilon-\varepsilon_p)$ and use $(\varepsilon-\varepsilon_p)g=-s^2g'$. Then

$$T=-\frac{2wW}{3\pi}(1-x^2)^{3/2}+w_p\left[\varepsilon_p\Phi(\mu)-s^2g(\mu)\right].$$

The Gaussian tails beyond the band edges, more than 13 standard deviations from the peak, are negligible. Since $D>0$ inside the band, $n(\mu)$ increases and can be inverted numerically. For each $M$ this gives $\mu_\uparrow$, $\mu_\downarrow$ and the energy:

| $M$ ($\mu_B$) | $\mu_\uparrow$ (eV) | $\mu_\downarrow$ (eV) | $E(M)-E(0)$ (eV) |
|---|---|---|---|
| 0.0 | 0.473 | 0.473 | 0.000 |
| 1.0 | 0.862 | −0.118 | 0.040 |
| 1.5 | 0.946 | −0.414 | 0.052 |
| 2.0 | 1.019 | −0.714 | 0.045 |
| 3.0 | 1.200 | −1.342 | −0.018 |
| 3.5 | 1.412 | −1.684 | −0.049 |
| 4.0 | 1.755 | −2.061 | −0.031 |
| 4.5 | 2.144 | −2.520 | 0.069 |

The curve rises, falls below its starting value, and rises again.

### Stationary points

Raising a Fermi level by $d\mu$ adds $dn=D\,d\mu$ electrons and $dT=\mu D\,d\mu$ of energy, so $dT/dn=\mu$. At fixed $N$, $dn_\uparrow=dM/2$ and $dn_\downarrow=-dM/2$. Therefore

$$E'(M)=\tfrac12(\mu_\uparrow-\mu_\downarrow)-\tfrac12IM=\tfrac12[\delta(M)-IM].$$

Stationary points satisfy $\delta(M)=IM$. One is $M=0$, where the levels coincide. A numerical scan over positive $M$ finds two more. Their levels confirm the condition:

- At $M=1.565$: $\delta=0.95605+0.45212=1.40817$ eV, and $IM=0.9\times1.56463=1.40817$ eV.
- At $M=3.616$: $\delta=1.48739+1.76725=3.25464$ eV, and $IM=0.9\times3.61627=3.25464$ eV.

The second derivative decides their nature. From $d\mu_\uparrow/dM=1/(2D_\uparrow)$ and $d\mu_\downarrow/dM=-1/(2D_\downarrow)$, where $D_\sigma=D(\mu_\sigma)$,

$$\delta'(M)=\frac12\left(\frac1{D_\uparrow}+\frac1{D_\downarrow}\right)=\frac1\chi,\qquad \chi=\frac{2D_\uparrow D_\downarrow}{D_\uparrow+D_\downarrow},$$

$$E''(M)=\frac12\left(\frac1\chi-I\right).$$

Thus $\chi$ is the moment gained per unit of splitting, without exchange feedback. At $M=0$ it equals $D(\mu_0)$, with $\mu_0$ the nonmagnetic Fermi level, and $E''>0$ becomes $ID(\mu_0)<1$: the Stoner criterion is not met and the nonmagnetic state is locally stable.

| Point | $D_\uparrow$ (1/eV) | $D_\downarrow$ (1/eV) | $\chi$ (1/eV) | $E''$ (eV/$\mu_B^2$) |
|---|---|---|---|---|
| $M=0$ | 0.844 | 0.844 | 0.844 | 0.1426 |
| $M=1.565$ | 3.352 | 0.839 | 1.342 | −0.0775 |
| $M=3.616$ | 0.751 | 0.686 | 0.717 | 0.2475 |

The low-spin minimum is therefore nonmagnetic. The high-spin minimum lies 0.051 eV below it, and the barrier 0.052 eV above it. Seen from the high-spin side, the barrier is 0.103 eV high.

The peak causes the coexistence. At the barrier, $\mu_\uparrow$ lies inside it, so $\delta'=1/\chi$ drops from 1.185 to 0.745 eV per $\mu_B$, below $I$. It cannot drop below $1/(2D_\downarrow)\approx0.60$, since $\mu_\downarrow$ lies outside the peak. At the high-spin minimum, $\mu_\uparrow$ has passed the peak and the cost is high again. Without the peak, $D$ could not exceed $2w/(\pi W)=8/(3\pi)=0.849$ per eV. Because $\chi$ is the harmonic mean of $D_\uparrow$ and $D_\downarrow$, it could not exceed this value either. Then $I\chi\le0.764<1$, so $E''$ would be positive throughout the interior and no second minimum could form at this $I$.

### Releasing the moment

The exchange potential is the derivative of $-\frac14IM^2$ with respect to $n_\sigma$: $-IM/2$ for spin up and $+IM/2$ for spin down. Both shifted bands are filled to a common level $\mu$. In unshifted band energies the filling levels are $\mu+IM/2$ and $\mu-IM/2$, which differ by $IM$. The output moment is the one whose own splitting has this value:

$$\delta(F(M))=IM.$$

Differentiation gives $\delta'(F)\,F'(M)=I$. At a self-consistent solution $F(M)=M$, so $F'=I/\delta'=I\chi$. If the error is $e$, one mixing step changes it to

$$e+\alpha(F'-1)e=[1-\alpha(1-F')]\,e .$$

Comparison with the definition of $\lambda$ gives

$$\boxed{\lambda=1-I\chi=2\chi E''}$$

The second equality follows on multiplying $E''=\frac12(1/\chi-I)$ by $2\chi$. Since $\chi>0$, $\lambda$ has the sign of the energy curvature.

- Low spin: $\lambda=1-0.9\times0.844=0.241$.
- Barrier: $\lambda=1-0.9\times1.342=-0.208$.
- High spin: $\lambda=1-0.9\times0.717=0.355$.

Local convergence requires $|1-\alpha\lambda|<1$, or $0<\alpha\lambda<2$. The limits are $0<\alpha<8.3$ at low spin and $0<\alpha<5.6$ at high spin. At the barrier the condition becomes $-9.6<\alpha<0$, so every positive $\alpha$ drives the moment away from it.

The large positive limits belong to this scalar loop. If the same $\alpha$ also mixed another density component with eigenvalue 1, that component would require $\alpha<2$.

### Which start reaches which minimum

Subtract $\delta(M)$ from both sides of $\delta(F(M))=IM$:

$$\delta(F(M))-\delta(M)=IM-\delta(M)=-2E'(M).$$

Since $\delta$ is an increasing function, $F(M)-M$ has the sign opposite to $E'(M)$: each step with positive $\alpha$ starts downhill. The relation $\delta(F(M))=IM$ with increasing $\delta$ makes $F$ increasing, so for $0<\alpha\le1$ the mixed map $(1-\alpha)M+\alpha F(M)$ is also increasing. It leaves the stationary points fixed, so an iterate between two of them cannot jump over either. An iterate above the high-spin minimum moves down and, for the same reason, cannot pass below that minimum. In every case the sequence is monotonic and bounded, so its limit is a stationary point, namely the one in the downhill direction.

Hence, for $0<\alpha\le1$, starts with $0\le M<1.565$ reach the low-spin state, although the high-spin state is lower in energy, and starts with $1.565<M\le N$ reach the high-spin state. The argument needs only that the slope $1-\alpha(1-F')$ of the mixed map stays positive. Here the smallest $F'$ on $0\le M\le N$ is 0.52, so it extends to $\alpha\approx2.1$; for larger $\alpha$ it no longer excludes a jump across the barrier.

Runs started 0.05 $\mu_B$ on either side of the barrier end as predicted. With $\alpha=1$, an error of $10^{-8}\,\mu_B$ is reached after 83 steps at low spin and 61 at high spin. The final error ratios are 0.759 and 0.645, in agreement with $1-\lambda$. The numerical check also checks the energy curve by explicit summation over narrow energy bins.

## Variation 1: for which $I$ do two minima coexist?

Keep the density of states and $N$, and vary $I$. Nonzero stationary points satisfy $I=\delta(M)/M$. This ratio starts at $1/D(\mu_0)=1.185$ eV, falls to a minimum of 0.845 eV at $M=2.76$, and rises to 1.128 eV at the largest moment, $M=N=4.8$.

For $I$ just above 0.845 eV there are two nonzero solutions, the barrier and the high-spin minimum. They merge at the edge. There the derivative of $\delta/M$ vanishes, which gives $\delta'=\delta/M=I$. Hence $I\chi=1$ and $\lambda=0$. At the other edge, $I=1.185$ eV, $\lambda$ vanishes at $M=0$ and the low-spin minimum is lost. Coexistence therefore requires

$$0.845\ \text{eV}<I<1.185\ \text{eV}.$$

Near either edge, the number of steps needed to reduce the error of the affected minimum by a factor $e$ grows as $1/(\alpha\lambda)$.

Above $I=1.128$ eV the high-spin minimum is the endpoint $M=N$, with no spin-down electrons. Nearby inputs all give the output $N$, so $F'=0$ and $\lambda=1$; the interior formula does not apply.

To find where the two minima have equal energy, write $\Delta T(M)$ for the total band energy of both spins relative to its value at $M=0$. Then

$$E(M)-E(0)=\frac{M^2}{4}\left[\frac{4\,\Delta T(M)}{M^2}-I\right].$$

The high-spin minimum first touches the level $E(0)$ when $I$ equals the minimum of $4\Delta T/M^2$. This occurs at $I=0.884$ eV and $M=3.50$. The value $I=0.9$ eV lies slightly above it, consistent with a high-spin ground state.

## Variation 2: how can a calculation converge at the barrier?

Prescribe the moment $M_0$ and add a spin splitting $b$, adjusted in every step so that the output moment is $M_0$. For an input moment $M$ this requires

$$IM+b=\delta(M_0).$$

The output is $M_0$ for every input, so its derivative with respect to the input is zero and the constrained eigenvalue is $\lambda_c=1-0=1$. Mixing with $\alpha=1$ reaches $M=M_0$ in one step, even where the free loop is unstable.

At convergence $b=\delta(M_0)-IM_0=2E'(M_0)$. For $M_0=1$ the table gives $b=(0.862+0.118)-0.900=0.080$ eV. The positive sign means that the field must hold the moment up against a fall to $M=0$. At $M_0=1.565$ the field vanishes: the barrier is a self-consistent solution of the free problem, but free linear mixing with positive $\alpha$ moves away from it after any small error. This holds for linear mixing only: a secant update (the one-dimensional form of Anderson or Broyden mixing) seeks any root of $F(M)-M$ and can converge to the barrier without a field, so a converged moment from such a mixer need not be an energy minimum.

## Calculated quantities

```
semi-ellipse: weight 4.0 per spin, half-width 3.00 eV
peak: weight 1.0 per spin, centre 1.00 eV, sigma 0.15 eV
electrons N = 4.8, Stoner I = 0.900 eV
nonmagnetic Fermi level = 0.47294 eV
fixed-spin-moment curve: M (mu_B), mu_up (eV), mu_dn (eV), E(M)-E(0) (eV)
  0.0    0.47294    0.47294    0.000000
  0.5    0.73044    0.17682    0.015448
  1.0    0.86189   -0.11784    0.040130
  1.5    0.94633   -0.41365    0.051740
  2.0    1.01946   -0.71365    0.044565
  2.5    1.09664   -1.02148    0.019268
  3.0    1.20025   -1.34213   -0.018237
  3.5    1.41240   -1.68352   -0.049118
  4.0    1.75541   -2.06115   -0.030795
  4.5    2.14373   -2.51981    0.069065
low spin: M = 0.00000 mu_B, E-E(0) = 0.000000 eV
  mu_up = 0.47294 eV, mu_dn = 0.47294 eV
  D_up = 0.84376, D_dn = 0.84376, chi = 0.84376 1/eV
  E'' = 0.14259 eV/mu_B^2, I*chi = 0.75938
  mixing eigenvalue = 0.24062, stability limit 2/lam = 8.3119
barrier: M = 1.56463 mu_B, E-E(0) = 0.051902 eV
  mu_up = 0.95605 eV, mu_dn = -0.45212 eV
  D_up = 3.35242, D_dn = 0.83913, chi = 1.34228 1/eV
  E'' = -0.07750 eV/mu_B^2, I*chi = 1.20805
  mixing eigenvalue = -0.20805, stability limit 2/lam = -9.6129
high spin: M = 3.61627 mu_B, E-E(0) = -0.050727 eV
  mu_up = 1.48739 eV, mu_dn = -1.76725 eV
  D_up = 0.75071, D_dn = 0.68591, chi = 0.71685 1/eV
  E'' = 0.24750 eV/mu_B^2, I*chi = 0.64517
  mixing eigenvalue = 0.35483, stability limit 2/lam = 5.6364
barrier seen from high spin = 0.102628 eV
lower coexistence edge: I = 0.84451 eV at M = 2.7583 mu_B
equal energies: I = 0.88396 eV, high-spin M = 3.4954 mu_B
high-spin saturation: I = 1.12836 eV at M = 4.8 mu_B
upper coexistence edge: I = 1.18518 eV
runs: alpha, end state, start M (mu_B), steps to error 1e-8 mu_B,
      measured error ratio, predicted 1-alpha*lam
  0.5  low spin   1.5146  174  0.87969  0.87969
  0.5  high spin  1.6146  130  0.82259  0.82258
  1.0  low spin   1.5146   83  0.75938  0.75938
  1.0  high spin  1.6146   61  0.64517  0.64517
```
